# Why Interstitial Oxygen in Silicon Has Thermally Activated Infrared Satellites

Suppose the oxygen content of a silicon wafer is read from the strength of its sharp infrared line near 1136 cm⁻¹, with a calibration made at 5 K. If the sample is really at 20 K, the model solved below gives a reading about 21% too low. No oxygen has left. Part of the absorption has moved into weaker lines on the low-energy side, which might in turn be taken for a second defect. To read the spectrum correctly one must know why these satellites exist and why they grow on warming.

The short answer is that the oxygen atom performs two very different motions. It vibrates quickly along the bond axis and wanders slowly across it. The fast vibration is softer when the atom is farther from the axis. Each state of the slow motion has its own mean square distance from the axis, so each gives the stretch a slightly different frequency. Temperature decides which slow states are occupied.

## The two motions and their coupling

Interstitial oxygen sits between two neighbouring silicon atoms and forms a nearly straight Si–O–Si unit. Let $q$ be the dimensionless coordinate of the antisymmetric stretch, in which the oxygen moves along the axis against the two silicon atoms, and let $p$ be its momentum, with $[q,p]=i$. Let $(x,y)$ be the oxygen's displacement across the axis and $r^2=x^2+y^2$. Energies are given in cm⁻¹ and lengths in nm.

Symmetry restricts the coupling. Inversion through the bond centre reverses $q$, $x$ and $y$ together, so every cubic term, such as $qr^2$, changes sign and is forbidden. The bilinear terms $qx$ and $qy$ survive inversion but not rotation about the threefold axis. The lowest coupling that is symmetric about the axis is therefore $q^2r^2$. A term $qr^3\cos3\varphi$ is also allowed in the crystal, but it depends on the azimuth $\varphi$ and is left out. The model is

$$H=-T\nabla^2+\beta r^4+\frac{\Omega}{2}(p^2+q^2)-\frac{\Omega\kappa}{2}r^2q^2,\qquad T=\frac{\hbar^2}{2m},$$

where $m$ is the oxygen mass. A positive $\kappa$ means that the stretch softens off axis. The purely quartic transverse potential is a choice of simplicity. The Hamiltonian is used only where $\kappa r^2<1$; beyond that the stretch would have a negative force constant.

The example takes $\Omega=1150$ cm⁻¹, $\kappa=30$ nm⁻², $\beta=1.2\times10^7$ cm⁻¹ nm⁻⁴ and $m=16$ u, so that $T=0.010536$ cm⁻¹ nm².

## Why the stretch softens off axis

Take two bonds of length $b$ and force constant $k$, with the oxygen at distance $r$ from the line joining the silicon atoms. Each bond makes an angle $\theta$ with the axis, and $\sin\theta=r/b$. Let $\mathbf e_\pm$ be the unit vectors from oxygen to the two silicon atoms, of mass $M$, and $\delta_\pm$ the bond extensions. For bonds at their rest length, Newton's equations are

$$M\ddot{\mathbf u}_\pm=-k\delta_\pm\mathbf e_\pm,\qquad m\ddot{\mathbf u}_O=k(\delta_+\mathbf e_++\delta_-\mathbf e_-).$$

Since $\delta_+=\mathbf e_+\cdot(\mathbf u_+-\mathbf u_O)$ and $\mathbf e_+\cdot\mathbf e_-=\sin^2\theta-\cos^2\theta=-\cos2\theta$,

$$\ddot\delta_+=-\frac{k}{M}\delta_+-\frac{k}{m}\left(\delta_+-\delta_-\cos2\theta\right).$$

In the antisymmetric stretch $\delta_-=-\delta_+$. With $1+\cos2\theta=2\cos^2\theta$ this gives

$$\omega^2=k\left(\frac1M+\frac{2\cos^2\theta}{m}\right).$$

An axial movement of the oxygen stretches a tilted bond less than a straight one. Inserting $\cos^2\theta=1-r^2/b^2$ and dividing by the value at $r=0$ gives $\omega^2(r)=\omega^2(0)(1-\kappa_{\rm geom}r^2)$, with

$$\kappa_{\rm geom}=\frac1{b^2}\,\frac{2/m}{2/m+1/M}.$$

For $b=0.16$ nm and $M=28$ u the mass factor is $0.125/0.1607=0.778$, and $\kappa_{\rm geom}=0.778/0.0256=30.4$ nm⁻².

This assumed that the silicon atoms follow the slow transverse motion and keep the bond length fixed. The surrounding lattice resists. Let each silicon atom move inward by $u$ against a lattice spring $K_L$ that is relaxed at $r=0$. The bond extension is then $r^2/2b-u$ to lowest order. Force balance, $k(r^2/2b-u)=K_Lu$, leaves the extension

$$\delta\rho=\frac{K_L}{k+K_L}\,\frac{r^2}{2b}.$$

A Morse bond with range parameter $a$ has energy $D(1-e^{-a\delta\rho})^2$ and curvature $k(2e^{-2a\delta\rho}-e^{-a\delta\rho})\simeq k(1-3a\,\delta\rho)$. The softer bond lowers $\omega^2$ by the same factor, so $\kappa$ gains

$$\kappa_{\rm latt}=\frac{3a}{2b}\,\frac{K_L}{k+K_L}.$$

Both contributions are positive. With the assumed values $a=20$ nm⁻¹ and $K_L/k=0.15$ the sum is 54.8 nm⁻². The derivation thus fixes the sign and the order of magnitude of $\kappa$, but its value depends on the assumed lattice stiffness: $K_L/k=0.05$, 0.3 and 1 give about 39, 74 and 124 nm⁻². The spring was also taken as relaxed at $r=0$, whereas in the crystal the oxygen pushes the two silicon atoms apart. With springs relaxed at the normal Si–Si spacing, the value for $K_L/k=0.15$ falls to about 47 nm⁻². The example's value of 30 nm⁻² is a model parameter, close to the geometric contribution alone.

## Each slow state has its own stretch frequency

The stretch is about forty times faster than the first transverse excitation, so first hold $r$ fixed. Write $\sigma=\sqrt{1-\kappa r^2}$ and rescale $q=Q/\sqrt\sigma$, $p=\sqrt\sigma P$, which preserves the commutator. Then

$$\frac{\Omega}{2}\left(p^2+\sigma^2q^2\right)=\frac{\Omega\sigma}{2}\left(P^2+Q^2\right).$$

The local stretch quantum is $\Omega(r)=\Omega\sqrt{1-\kappa r^2}$. With $v$ stretch quanta present, the oxygen moves across the axis in the potential

$$U_v(r)=\beta r^4+\left(v+\tfrac12\right)\Omega\sqrt{1-\kappa r^2}.$$

The stretch energy thus pushes the oxygen outward, even at $v=0$. For small $r$,

$$U_0-\frac{\Omega}{2}\simeq\beta r^4-\frac{\Omega\kappa}{4}r^2.$$

This has its minimum at $r^2=\Omega\kappa/8\beta$, that is at $r=0.019$ nm, and a central barrier of 1.6 cm⁻¹. The ground level lies 20 cm⁻¹ above the barrier top, so the barrier does not keep the oxygen off the axis. In this model the barrier comes wholly from stretch zero-point energy, because the bare potential was chosen without an $r^2$ term. In the crystal such a term may exist.

The transverse states carry an angular momentum $l=0,\pm1,\pm2,\dots$ about the axis. Light couples to the stretch through a dipole taken proportional to $q$, which does not depend on the azimuth. A stretch excitation therefore keeps $l$. The strong lines connect each transverse state at $v=0$ to its counterpart at $v=1$. For the lowest state of given $l$ the line lies at

$$\nu_l=E_{1,l}-E_{0,l}.$$

Subtracting the main line and regrouping gives

$$\nu_l-\nu_0=(E_{1,l}-E_{1,0})-(E_{0,l}-E_{0,0}).$$

A satellite's offset is the transverse excitation energy with the stretch excited minus that with the stretch in its ground state. For $l=1$ these energies are 20.98 and 29.48 cm⁻¹, so the satellite lies 8.50 cm⁻¹ below the main line. For $l=2$ they are 49.47 and 64.95 cm⁻¹, and the offset is $-15.5$ cm⁻¹. The lines stand at 1135.6, 1127.1 and 1120.1 cm⁻¹. These values come from diagonalizing the full coupled Hamiltonian. Separating fast and slow motion changes the three lines by less than 0.01 cm⁻¹. Radially excited states add further lines. The first of these states has $l=0$ and lies 73 cm⁻¹ above the ground state. Its line falls 11.5 cm⁻¹ below the main line, between the two satellites, and is weaker than the $l=2$ line.

The link to the size of the slow orbit follows from treating $s=v+\frac12$ as a continuous parameter. By the Hellmann–Feynman theorem the energy changes at the rate $dE_l/ds=\langle\Omega(r)\rangle_{l,s}$, so

$$\nu_l=\int_{1/2}^{3/2}\langle\Omega(r)\rangle_{l,s}\,ds\simeq\Omega\left(1-\tfrac12\kappa\langle r^2\rangle_l\right).$$

The last form takes the integrand at the midpoint $s=1$ and expands the square root. The mean squares there are 0.819, 1.304 and $1.700\times10^{-3}$ nm² for $l=0,1,2$. The prefactor is $\frac12\Omega\kappa=17250$ cm⁻¹ nm⁻². The first offset is then $-17250\times0.485\times10^{-3}=-8.4$ cm⁻¹ and the second $-15.2$ cm⁻¹, within 2% of the full results.

A larger $|l|$ must mean a larger orbit. Let $R_l$ and $R_{l'}$ be the lowest radial functions, both positive, with $l'>l\ge0$ in the same potential. Their radial equations combine to

$$\frac{d}{dr}\left[rR_l^2\frac{d}{dr}\frac{R_{l'}}{R_l}\right]=rR_lR_{l'}\left[\frac{l'^2-l^2}{r^2}-\frac{E_{l'}-E_l}{T}\right].$$

The square bracket on the left vanishes at $r=0$ and at large $r$. The right side is positive near the axis and changes sign once, so the left bracket is positive in between. Hence $R_{l'}/R_l$ grows with $r$, the density for $l'$ is shifted outward, and $\langle r^2\rangle$ is larger. With $\kappa>0$ the satellites of these states fall below the main line.

## Temperature moves the strength

Before absorption nearly all defects have $v=0$; even at 300 K the lowest $v=1$ state has only 0.0043 times the population of the lowest $v=0$ state, and the ratio summed over transverse states is of the same order. The transverse states are another matter, because their energies are comparable with $k_BT$ at tens of kelvin. State $l$ has the population

$$P_l=\frac{g_l\,e^{-(E_{0,l}-E_{0,0})/k_BT}}{Z},\qquad g_0=1,\quad g_{l>0}=2,$$

where $l>0$ now stands for the pair $\pm l$ and $Z$ sums over all transverse states. The factor 2 matters: the first satellite has as many absorbers as the main line when $2e^{-E_1/k_BT}=1$, that is, at

$$T_{\rm eq}=\frac{E_1}{k_B\ln2}=61\ \text{K}\qquad(E_1=29.48\ \text{cm}^{-1}).$$

The population must be multiplied by an overlap factor, because the transverse wavefunction differs slightly between $v=0$ and $v=1$. At fixed $r$ the dipole element is $\langle1|q|0\rangle=(1-\kappa r^2)^{-1/4}/\sqrt2$. Measured against $\Omega/2$, which the next section shows to be the total strength, the line carries

$$S_l=\frac{\nu_l}{\Omega}\left|\langle\chi_{1,l}|(1-\kappa r^2)^{-1/4}|\chi_{0,l}\rangle\right|^2,$$

where $\chi_{v,l}$ are the transverse states. These factors are 0.966, 0.971 and 0.974. Since they are nearly equal, the strength ratio of first satellite to main line is close to $2e^{-E_1/k_BT}$, and at 61 K it is 1.005. The shares of the total absorption are:

| $T$ (K) | main | $l=1$ | $l=2$ | centroid (cm⁻¹) |
|---|---|---|---|---|
| 5 | 0.966 | 0.000 | 0.000 | 1137.7 |
| 20 | 0.763 | 0.184 | 0.014 | 1135.8 |
| 40 | 0.470 | 0.327 | 0.092 | 1132.0 |
| 60 | 0.318 | 0.316 | 0.135 | 1128.8 |
| 100 | 0.180 | 0.237 | 0.143 | 1123.4 |
| 300 | 0.044 | 0.076 | 0.065 | 1105.6 |

The opening figure follows from the first two rows: $0.763/0.966=0.79$. The first satellite rises and then falls again, because higher transverse states take population from it. At 300 K the three lines together hold less than a fifth of the absorption.

## What stays constant and what shifts

The total absorption does not follow the main line down. For any initial state $i$, completeness gives

$$\sum_f(E_f-E_i)|q_{fi}|^2=\tfrac12\langle i|[q,[H,q]]|i\rangle.$$

Only $p^2$ fails to commute with $q$, so $[H,q]=-i\Omega p$ and $[q,-i\Omega p]=\Omega$. The sum is $\Omega/2$ whatever the transverse state. At fixed oxygen content and fixed dipole strength, warming redistributes the absorption and leaves its integral unchanged. Within the model, the integrated band is therefore a safer measure of oxygen than the main line alone, provided that the whole band is captured and other absorption is subtracted.

The strength-weighted mean energy follows from one more power of the energy difference:

$$\sum_f(E_f-E_i)^2|q_{fi}|^2=\langle i|[H,q]^\dagger[H,q]|i\rangle=\Omega^2\langle p^2\rangle.$$

Dividing by $\Omega/2$ gives $2\Omega\langle p^2\rangle$. At fixed $r$ and $v=0$ the rescaling above gives $\langle p^2\rangle=\frac12\sqrt{1-\kappa r^2}$, so the centroid is

$$\bar\nu(T)=\Omega\left\langle\sqrt{1-\kappa r^2}\right\rangle_T.$$

It moves down as the oxygen spreads outward. At 5 K it lies 2.1 cm⁻¹ above the main line. The missing 3.4% of strength belongs to transitions that also excite the transverse motion; to raise the mean by this much they must lie on average about $2.1/0.034\simeq60$ cm⁻¹ higher.

At high temperature the transverse motion becomes classical. If the small zero-point term in $U_0$ is dropped, then with $t=r^2$

$$\langle r^2\rangle_T=\frac{\int_0^\infty t\,e^{-\beta t^2/k_BT}dt}{\int_0^\infty e^{-\beta t^2/k_BT}dt}=\sqrt{\frac{k_BT}{\pi\beta}}.$$

At 300 K this is $2.35\times10^{-3}$ nm², and $\Omega(1-\frac12\kappa\langle r^2\rangle_T)$ is about 1109 cm⁻¹. The classical average with the full $U_0$ and the full square root gives 1105.6 cm⁻¹, within 0.1 cm⁻¹ of the quantum sum. Both omissions had raised the estimate: the zero-point term spreads the oxygen further, and the square root lies below its linear expansion. In this regime the spectrum is best viewed as one broad band that shifts down roughly as $\sqrt T$. If each line is given an assumed half-width of 3 cm⁻¹, the band at 300 K is 45 cm⁻¹ wide at half height and still shows six bumps, the highest at 1113.5 cm⁻¹. With a half-width of 5 cm⁻¹ the bumps merge into a single peak near 1108 cm⁻¹. The full width runs from 36 to 52 cm⁻¹ as the assumed half-width goes from 1 to 8 cm⁻¹, so most of it is the spread of the overlapping lines.

## Which ingredient does what

If $\kappa=0$, the Hamiltonian is a sum of a stretch part and a transverse part. Every transverse state then gives the same stretch energy, and heating changes nothing in the position of the line. Anharmonicity of the stretch alone does not alter this. It would give a hot line from $v=1$ to $v=2$, but that line needs the tiny $v=1$ population.

If the sign of $\kappa$ is reversed with the other parameters held fixed, the $l=1$ and $l=2$ satellites appear above the main line, by 7.1 and 13.3 cm⁻¹. The pattern is not a mirror image, mainly because $\kappa$ also reshapes the transverse potential.

A transverse well that is harmonic still gives satellites. Replace $\beta r^4$ by $\alpha r^2$. To first order in $\kappa$, the potential at stretch level $v$ has the coefficient $A_v=\alpha-\frac12\Omega\kappa(v+\frac12)$. Setting $A_v=\frac12m\omega_v^2$ gives the quantum $w_v=\hbar\omega_v=2\sqrt{TA_v}$. The lowest state of angular momentum $l$ has energy $(|l|+1)w_v$, so

$$\nu_l-\nu_0=|l|\,(w_1-w_0).$$

For $\alpha=22000$ cm⁻¹ nm⁻² and a weaker coupling $\kappa=3$ nm⁻², $w_1-w_0=-1.24$ cm⁻¹. Diagonalizing the coupled problem gives offsets of $-1.247$ and $-2.495$ cm⁻¹, which are almost equally spaced. In the quartic well the successive steps are 8.5 and 7.0 cm⁻¹. The coupling causes the satellites, and the anharmonic transverse well sets their uneven spacing.

## The model beside real silicon

In real silicon the cold main line lies at roughly 1140 cm⁻¹, the first satellite roughly 8 cm⁻¹ below it, and the first transverse excitation near 30 cm⁻¹. The parameters were chosen for this regime, so agreement there is no prediction. At room temperature the measured band lies at roughly 1110 cm⁻¹ and is roughly 30 cm⁻¹ wide; the model band has a similar position but is too broad. One assumption that fails in the crystal is that the defect is isolated from lattice vibrations. They damp the motion and can shift the band, and neither effect is calculated here. Thermal expansion alone, with a rough linear strain of $2\times10^{-4}$ and an assumed Grüneisen parameter of 1, would shift the line by only $-0.7$ cm⁻¹ between low temperature and 300 K. The satellite offset depends strongly on $\kappa$: the value 54.8 nm⁻², with $\beta$ unchanged, would put the first satellite 15 cm⁻¹ below the main line, about twice the real offset. In the three-atom picture the same lattice spring also stiffens the transverse well, giving $\beta\simeq kK_L/[4b^2(k+K_L)]\approx3.1\times10^7$ cm⁻¹ nm⁻⁴. With both changes the offset is 11 cm⁻¹ and the first transverse excitation rises to about 40 cm⁻¹.

The effect of two other features of the crystal on the lines can be estimated. A sixfold variation of the transverse potential, assumed to be 5% of the quartic energy, changes the $l=1$ and $l=2$ offsets by at most 0.024 cm⁻¹. Silicon isotopes add lines of their own: replacing one neighbour of mass 28 by mass 29 shifts the main line by $-2.2$ cm⁻¹ in the free three-atom estimate. Such a companion is there at the lowest temperature, in proportion to isotope abundance, whereas a transverse satellite freezes out. Cooling the sample therefore tells them apart, if the lines are narrow enough to be resolved. The numerical output below lists the values used.

## Computed results

```
Omega = 1150 cm^-1, kappa = 30 nm^-2
beta = 1.20e+07 cm^-1 nm^-4, T = 0.010536 cm^-1 nm^2
masses O, Si = 16, 28 u; bond b = 0.16 nm
kappa from geometry = 30.4 nm^-2
v=0 potential minimum at r = 0.0190 nm
v=0 central barrier = 1.56 cm^-1
v=0 ground level above barrier top = 20.02 cm^-1
excitation to l=1: v=0 29.48, v=1 20.98 cm^-1
excitation to l=2: v=0 64.95, v=1 49.47 cm^-1
line l=0: 1135.60 cm^-1, offset 0.00 cm^-1
line l=1: 1127.11 cm^-1, offset -8.50 cm^-1
line l=2: 1120.13 cm^-1, offset -15.47 cm^-1
l=0: midpoint <r^2> = 0.819e-3 nm^2, offset estimate -0.00 cm^-1
l=1: midpoint <r^2> = 1.304e-3 nm^2, offset estimate -8.38 cm^-1
l=2: midpoint <r^2> = 1.700e-3 nm^2, offset estimate -15.20 cm^-1
overlap factors l=0,1,2: 0.966 0.971 0.974
T (K): strength shares l=0, 1, 2; centroid (cm^-1)
   5: 0.966 0.000 0.000; 1137.7
  20: 0.763 0.184 0.014; 1135.8
  40: 0.470 0.327 0.092; 1132.0
  60: 0.318 0.316 0.135; 1128.8
 100: 0.180 0.237 0.143; 1123.4
 300: 0.044 0.076 0.065; 1105.6
equal-population temperature l=0,1 = 61.2 K
satellite/main strength there = 1.005
300 K classical centroid = 1105.6 cm^-1
300 K band, assumed line half-width 3 cm^-1:
  peak 1113.5, full width 45.0 cm^-1
harmonic-well test: kappa 3 nm^-2, well 22000 cm^-1/nm^2
  offsets l=1,2: -1.247, -2.495 cm^-1
reversed kappa: offsets 7.10, 13.27 cm^-1
Sizes of neglected effects
adiabatic error of lines < 0.0053 cm^-1
one Si 28->29: main line shift -2.17 cm^-1
5% sixfold term: offsets change by <= 0.024 cm^-1
assumed Morse a = 20 nm^-1, K_L/k = 0.15:
  kappa = 54.8 nm^-2, l=1 offset -15.09 cm^-1
v=1/v=0 population at 300 K = 0.0043
host strain 2e-04, Grueneisen 1: shift -0.68 cm^-1
```
